# Saturated Longitudinal Magnetoresistance of Germanium-Type and Silicon-Type Valleys

## Problem

The conduction electrons of n-germanium occupy four equivalent ellipsoidal valleys whose long axes lie along the $\langle111\rangle$ directions. Those of n-silicon occupy six valleys along the $\langle100\rangle$ directions. In each valley the effective mass is $m_l$ along the axis and $m_t$ across it, and $K=m_l/m_t$. The current and the magnetic field $\mathbf B$ are both along $[100]$. Show that for germanium the resistivity $\rho$ along the current saturates at

$$R\equiv\frac{\rho(B\to\infty)}{\rho(0)}=\frac{(2K+1)(K+2)}{9K},$$

and that for silicon it does not depend on $B$ at all.

Here $R$ is a ratio of resistivities; the fractional change of resistivity is $R-1$.

The assumptions are these. The valleys are parabolic and equally populated, and the electric field is weak. One scalar relaxation time $\tau(\varepsilon)$, a function of energy, serves all valleys. The scattering is randomizing: the state after a collision does not depend on the direction of motion before it. Saturation is meant semiclassically: with $\omega_c$ the cyclotron frequency, $\omega_c\tau\gg1$ but $\hbar\omega_c\ll k_BT$, so that Landau quantization plays no part.

The electron charge is $-e$, the unit vector along $\mathbf B$ is $\mathbf b$, and the $z$ axis is taken along $\mathbf b$. The total electron density is $n$, and each of the four germanium valleys holds $n_v=n/4$. A valley with axis $\mathbf a$ (a unit vector) has the mass tensor

$$M=m_t\left[1+(K-1)\,\mathbf a\mathbf a^T\right].$$

## A tempting solution

Take $\tau$ constant. The drift velocity $\mathbf u$ of the electrons in one valley follows from the balance of friction and force,

$$\frac{M\mathbf u}{\tau}=-e(\mathbf E+\mathbf u\times\mathbf B). \tag{1}$$

The valley carries the current density $\mathbf j_v=-en_v\mathbf u$. Inserting $\mathbf u=-\mathbf j_v/(en_v)$ and solving for the electric field gives

$$\mathbf E=\frac{M\mathbf j_v}{n_ve^2\tau}+\frac{\mathbf j_v\times\mathbf B}{n_ve}.$$

The current flows along $\mathbf b$, so $\mathbf j_v=j_v\mathbf b$ and the magnetic term vanishes. The component of $\mathbf E$ along the current is

$$\mathbf b\cdot\mathbf E=\frac{\mathbf b\cdot M\mathbf b}{n_ve^2\tau}\,j_v .$$

Each valley therefore has a longitudinal resistivity that does not depend on $B$. For germanium every valley axis has $(\mathbf a\cdot\mathbf b)^2=1/3$, so

$$\mathbf b\cdot M\mathbf b=m_t\left[1+\frac{K-1}{3}\right]=\frac{m_t(K+2)}{3}, \tag{2}$$

the same for all four. Four equal resistors in parallel have a quarter of the resistance of one, so

$$\rho=\frac{m_t(K+2)}{3ne^2\tau}\quad\text{at every field},\qquad R=1 .$$

By this argument germanium, like silicon, would show no longitudinal magnetoresistance.

## Where it fails

Equation (1) is sound, and so is the conclusion for a valley that is alone in the crystal. That conclusion holds even for an energy-dependent $\tau$, because a field $\mathbf E\propto M\mathbf b$ gives $\mathbf u\parallel\mathbf b$ at every energy. The fault is the step $\mathbf j_v=j_v\mathbf b$. The experiment fixes the direction of the total current, not that of each valley's current. What the valleys have in common is the electric field.

The zero-field case shows the error. With $B=0$, equation (1) gives $\mathbf u=-e\tau M^{-1}\mathbf E$. The inverse mass tensor is

$$M^{-1}=\frac1{m_t}\left[1-\left(1-\frac1K\right)\mathbf a\mathbf a^T\right]. \tag{3}$$

To verify this, multiply by $M$ and use $\mathbf a^T\mathbf a=1$. The coefficient of $\mathbf a\mathbf a^T$ in the product is

$$(K-1)-\left(1-\frac1K\right)-(K-1)\left(1-\frac1K\right)=(K-1)-K\left(1-\frac1K\right)=0 .$$

For $\mathbf E$ along $\mathbf b$ and $K\neq1$, the second term of (3) adds to $\mathbf u$ a part along $\mathbf a$, which is tilted away from $\mathbf b$. Each valley thus carries a transverse current. The four transverse currents cancel in the sum, so no transverse field arises to stop them. Treating the valleys as parallel resistors with currents along $\mathbf b$ forbids these currents and so overestimates the zero-field resistivity.

The correct rule is to add the conductivity tensors of the valleys and to invert the sum.

## Right solution

### The drift equation for an energy-dependent relaxation time

Let $\mathbf p$ be the crystal momentum measured from the valley minimum, so that $\varepsilon=\tfrac12\mathbf p\cdot M^{-1}\mathbf p$ and $\mathbf v=M^{-1}\mathbf p$. Write the distribution as $f_0(\varepsilon)+f_1$, with $f_1$ linear in $\mathbf E$. Since $\nabla_pf_0=f_0'\mathbf v$ and $\mathbf v\cdot(\mathbf v\times\mathbf B)=0$, the steady Boltzmann equation to first order in $\mathbf E$ is

$$e(-f_0')\,\mathbf E\cdot\mathbf v-e(\mathbf v\times\mathbf B)\cdot\nabla_pf_1=-\frac{f_1}{\tau(\varepsilon)} .$$

Try $f_1=(-f_0')\,\mathbf p\cdot\mathbf u(\varepsilon)$. The gradient of any function of $\varepsilon$ is parallel to $\mathbf v$ and drops out of the magnetic term. What remains there is

$$(\mathbf v\times\mathbf B)\cdot\nabla_pf_1=(-f_0')(\mathbf v\times\mathbf B)\cdot\mathbf u=(-f_0')\,\mathbf v\cdot(\mathbf B\times\mathbf u).$$

Dividing by $-f_0'$ and writing $\mathbf p\cdot\mathbf u=\mathbf v\cdot M\mathbf u$ gives

$$\mathbf v\cdot\left[e\mathbf E-e\mathbf B\times\mathbf u+\frac{M\mathbf u}{\tau}\right]=0 .$$

This holds for every $\mathbf v$ on the energy shell if the bracket vanishes. Because $-\mathbf B\times\mathbf u=\mathbf u\times\mathbf B$, that condition is equation (1), now at each energy separately. The trial form is odd in $\mathbf p$, so its average over an energy shell is zero. Randomizing collisions therefore return nothing from $f_1$ to the shell, which justifies the simple collision term, and they transfer no net population between valleys.

For the current, the average of $v_ip_j$ over an energy shell is needed. Put $\mathbf p=M^{1/2}\mathbf s$. Then $\mathbf v=M^{-1/2}\mathbf s$, and $|\mathbf s|^2=2\varepsilon$ with all directions of $\mathbf s$ equally likely. The average of $\mathbf s\mathbf s^T$ is $2\varepsilon/3$ times the unit matrix, hence

$$[v_ip_j]_\varepsilon=\frac{2\varepsilon}{3}\left(M^{-1/2}M^{1/2}\right)_{ij}=\frac{2\varepsilon}{3}\delta_{ij}.$$

With the valley density of states $g\propto\varepsilon^{1/2}$, spin included,

$$\mathbf j_v=-e\int d\varepsilon\,\frac{2\varepsilon}{3}\,g\,(-f_0')\,\mathbf u(\varepsilon).$$

The total weight follows from partial integration. Since $\varepsilon g\propto\varepsilon^{3/2}$, the derivative of $2\varepsilon g/3$ is $g$, and

$$\int d\varepsilon\,\frac{2\varepsilon}{3}g(-f_0')=\int d\varepsilon\,g f_0=n_v .$$

Therefore

$$\mathbf j_v=-en_v\langle\mathbf u\rangle,\qquad
\langle X\rangle=\frac{\int d\varepsilon\,\varepsilon^{3/2}(-f_0')X}{\int d\varepsilon\,\varepsilon^{3/2}(-f_0')} . \tag{4}$$

### Symmetry of the total conductivity

A quarter turn about $z$ permutes the four germanium valleys and leaves $\mathbf B$ unchanged, so it leaves the total conductivity tensor $\sigma$ unchanged. So does the half turn $(x,y,z)\to(-x,-y,z)$. Under the half turn $\sigma_{xz}$, $\sigma_{yz}$, $\sigma_{zx}$ and $\sigma_{zy}$ change sign, so they are zero. A field along $z$ then drives a total current along $z$, and

$$\rho_{zz}=\frac1{\sigma_{zz}} .$$

It is enough to find $u_z$ for $\mathbf E=E\,\mathbf b$. The quarter turns also leave this $\mathbf E$ unchanged and carry the valley $\mathbf a=(1,1,1)/\sqrt3$ into the other three, so all four have the same $u_z$.

### Solving for one valley

Define the dimensionless field and drift velocity

$$\beta=\frac{eB\tau}{m_t},\qquad \mathbf w=-\frac{m_t}{e\tau E}\,\mathbf u .$$

Multiplying (1) by $-1/(eE)$ turns it into

$$\mathbf w+(K-1)\mathbf a(\mathbf a\cdot\mathbf w)+\beta\,\mathbf w\times\mathbf b=\mathbf b .$$

Let $c=(K-1)/3$ and $S=w_x+w_y+w_z$. For $\mathbf a=(1,1,1)/\sqrt3$ each component of $(K-1)\mathbf a(\mathbf a\cdot\mathbf w)$ equals $cS$, and $\mathbf w\times\mathbf b=(w_y,-w_x,0)$. The components are

$$w_x+\beta w_y=-cS,\qquad w_y-\beta w_x=-cS,\qquad w_z=1-cS .$$

Subtracting $\beta$ times the second equation from the first removes $w_y$. Adding $\beta$ times the first to the second removes $w_x$. The results are

$$w_x=-\frac{cS(1-\beta)}{1+\beta^2},\qquad w_y=-\frac{cS(1+\beta)}{1+\beta^2}. \tag{5}$$

Their sum is $-2cS/(1+\beta^2)$. Adding $w_z$ gives an equation for $S$ alone:

$$S=1-cS-\frac{2cS}{1+\beta^2}
\quad\Rightarrow\quad
S=\frac{1+\beta^2}{1+3c+(1+c)\beta^2}.$$

Then

$$w_z=1-cS=\frac{1+3c+(1+c)\beta^2-c-c\beta^2}{1+3c+(1+c)\beta^2}=\frac{1+2c+\beta^2}{1+3c+(1+c)\beta^2}.$$

Since $1+2c=(2K+1)/3$, $1+3c=K$ and $1+c=(K+2)/3$,

$$w_z=\frac{\dfrac{2K+1}{3}+\beta^2}{K+\dfrac{K+2}{3}\beta^2}. \tag{6}$$

### Saturation

From $u_z=-e\tau Ew_z/m_t$ and (4), the sum over four equal valleys is

$$\sigma_{zz}=\frac{ne^2}{m_t}\langle\tau w_z\rangle .$$

At $B=0$, $w_z=(2K+1)/(3K)$ at every energy. As $B\to\infty$, $w_z\to3/(K+2)$ at every energy with $\tau>0$. In between, $w_z$ lies between these two values, because (6) adds numerators and denominators of two fractions with those values. The limit may therefore be taken inside the average when $\langle\tau\rangle$ is finite:

$$\sigma_{zz}(0)=\frac{ne^2\langle\tau\rangle}{m_t}\,\frac{2K+1}{3K},\qquad
\sigma_{zz}(\infty)=\frac{ne^2\langle\tau\rangle}{m_t}\,\frac{3}{K+2}.$$

The average $\langle\tau\rangle$ cancels in the ratio:

$$R=\frac{\sigma_{zz}(0)}{\sigma_{zz}(\infty)}=\frac{(2K+1)(K+2)}{9K}.$$

This is the required result. The fractional change is

$$R-1=\frac{2K^2+5K+2-9K}{9K}=\frac{2(K-1)^2}{9K}.$$

It vanishes for spherical valleys, $K=1$, and is positive otherwise. For $K\gg1$ the ratio grows as $2K/9$. Replacing $K$ by $1/K$ leaves $R$ unchanged, so within this model the saturated ratio cannot tell elongated valleys from flattened ones.

### What the strong field does

Equation (5) shows that the transverse drift falls as $1/\beta$ at large $\beta$, where $S$ tends to a constant. The valley currents then do point along $\mathbf b$, and the tempting solution becomes correct: its resistivity $m_t(K+2)/(3ne^2\tau)$, with $\langle\tau\rangle$ in place of $\tau$ when the relaxation time depends on energy, is the saturated one. The magnetoresistance comes from the suppression of the transverse valley currents that lower the resistivity at zero field.

The orbits give the same picture. Between collisions $\dot{\mathbf p}=-e\mathbf v\times\mathbf B$, so $\mathbf p\cdot\mathbf b$ is conserved. Over one closed orbit $\mathbf p$ returns to its starting value, so the mean velocity $\bar{\mathbf v}$ satisfies $\bar{\mathbf v}\times\mathbf B=0$ and lies along $\mathbf b$. Averaging $\mathbf b\cdot M\mathbf v=\mathbf p\cdot\mathbf b$ over the orbit gives

$$\bar{\mathbf v}=\frac{\mathbf p\cdot\mathbf b}{\mathbf b\cdot M\mathbf b}\,\mathbf b .$$

An electron that completes many orbits between collisions moves along the field with this mean velocity, and the inertia that counts is $\mathbf b\cdot M\mathbf b$. At zero field the conductivity is governed by $\mathbf b\cdot M^{-1}\mathbf b$ instead. The ratio $R$ is the product of the two. This product form needs all valleys to make the same angle with the field, as they do here; for other field directions the valley conductivities must be added separately in each limit.

### The field dependence for constant $\tau$

Write $q=(2K+1)/3$. Dividing the zero-field value $q/K$ of $w_z$ by (6) gives

$$\frac{\rho(B)}{\rho(0)}=\frac{qK+q\frac{K+2}{3}\beta^2}{K(q+\beta^2)} .$$

Subtract 1, and note that $q(K+2)/(3K)=R$:

$$\frac{\rho(B)}{\rho(0)}-1=\frac{\beta^2\left[q\frac{K+2}{3}-K\right]}{K(q+\beta^2)}=(R-1)\,\frac{\beta^2}{\beta^2+(2K+1)/3}. \tag{7}$$

Half of the change is reached at $\beta=\sqrt{(2K+1)/3}$.

### Silicon

With $\mathbf b$ along $[100]$, each silicon valley has its axis either along $\mathbf b$ or perpendicular to it, along $x$ or $y$. Every mass tensor is then diagonal, with entries $m_x,m_y,m_z$. For $\mathbf E=E\mathbf b$, equation (1) becomes

$$\frac{m_xu_x}{\tau}+eBu_y=0,\qquad \frac{m_yu_y}{\tau}-eBu_x=0,\qquad \frac{m_zu_z}{\tau}=-eE .$$

The first two equations have the determinant $m_xm_y/\tau^2+e^2B^2>0$, so $u_x=u_y=0$. No valley carries a transverse current, and the third equation does not contain $B$. Two of the six valleys have $m_z=m_l$ and four have $m_z=m_t$, so

$$\sigma_{zz}=\frac{ne^2\langle\tau\rangle}{3}\left(\frac1{m_l}+\frac2{m_t}\right)$$

at every field. The half-turn argument applies here too and gives $\rho_{zz}=1/\sigma_{zz}$. Under the stated assumptions silicon therefore has no longitudinal magnetoresistance along $[100]$. A relaxation time that varies around the cyclotron orbit can produce one, of a size set by how strongly the scattering rate varies; a relaxation-time tensor diagonal in the valley axes produces none. For these valleys the assumption $\mathbf j_v\parallel\mathbf b$ of the tempting solution happens to be true.

The difference lies in the angle between field and valley axes. With $\mathbf B$ along $[111]$, the silicon axes also have $(\mathbf a\cdot\mathbf b)^2=1/3$. For $K=10$ and $\beta=3$, the orbit calculation in the program then gives a ratio of 2.0125, equal to the value of (7) for germanium along $[100]$.

## A numerical case

Take the round model values $m_t=0.1\,m_e$, $m_l=1.0\,m_e$, a constant $\tau=10$ ps, $n=10^{20}\ \mathrm{m^{-3}}$ and $T=100$ K, with germanium-type valleys. Then $K=10$ and

$$R=\frac{21\times12}{90}=2.8 .$$

The conductivity scale is $ne^2\tau/m_t=281.8$ S/m. At zero field $w_z=21/30=0.7$, and at saturation $w_z=3/12=1/4$, so

$$\rho(0)=\frac{1}{281.8\times0.7}\ \Omega\,\mathrm m=5.07\ \mathrm{m\Omega\,m},\qquad
\rho(\infty)=\frac{4}{281.8}\ \Omega\,\mathrm m=14.19\ \mathrm{m\Omega\,m}.$$

The tempting solution would give 14.19 mΩ m at zero field as well.

The field at which $\beta=1$ is 0.05686 T. Half of the change is reached at $\beta=\sqrt7$, that is, at $2.646\times0.05686=0.150$ T. Equation (7) gives:

| $B$ (T) | $\beta$ | $\rho(B)/\rho(0)$ |
|---|---|---|
| 0.05 | 0.879 | 1.179 |
| 0.10 | 1.759 | 1.552 |
| 0.20 | 3.518 | 2.150 |
| 0.50 | 8.794 | 2.651 |
| 1.00 | 17.588 | 2.760 |

The semiclassical condition needs the cyclotron frequency. Free motion $\mathbf v\propto e^{-i\omega t}$ obeys $-i\omega M\mathbf v=-e\mathbf v\times\mathbf B$, which is (1) with $\mathbf E=0$ and $1/\tau$ replaced by $-i\omega$. Apart from steady motion along $\mathbf b$, for which $\omega=0$, a nonzero solution requires the denominator of (6) to vanish, with $\beta^2$ replaced by $-(eB/m_t\omega)^2$. Hence

$$\omega_c=\frac{eB}{m_t}\sqrt{\frac{K+2}{3K}} .$$

At 1 T this gives $\omega_c\tau=17.588\sqrt{0.4}=11.1$, while $\hbar\omega_c/(k_BT)=0.085$. Both conditions are met. At much higher fields or lower temperatures the second would fail, and the saturation derived here would no longer describe the resistivity.

The value $\tau=10$ ps is a model choice that makes the saturation easy to see. In real germanium at 100 K, lattice scattering limits $\tau$ to roughly 2 ps. With the same masses, $\omega_c\tau$ at 1 T would then be only about 2, and the resistivity would still be well below its saturated value. The masses are model values too: with the germanium masses $m_l=1.59\,m_e$ and $m_t=0.0815\,m_e$, $K\approx19.5$ and the formula gives $R\approx4.9$. Scattering in a real valley is not isotropic; if it is described by relaxation times $\tau_l$ along the axis and $\tau_t$ across it, $K$ is replaced by $K\tau_t/\tau_l$. With lattice-limited $\tau$ at 100 K, $\omega_c\tau$ is only about 4 to 5 when $\hbar\omega_c$ reaches $0.2\,k_BT$, so in real germanium the range of fields where both conditions hold is narrow.

An energy-dependent $\tau$ changes the approach to saturation but not its end. For $\tau=\tau_0(\varepsilon/k_BT)^{-1/2}$ and Maxwell statistics, let $\beta_0=eB\tau_0/m_t$. At $\beta_0=2$ the ratio is 1.48. Equation (7) gives 1.65 for constant $\tau=\tau_0$ and 1.44 for a constant $\tau$ equal to the mean $\langle\tau\rangle=0.752\,\tau_0$. At $\beta_0=1000$ it is 2.79997, close to the limit 2.8.

The numerical check tests the field curve and the saturated ratio against numerically integrated cyclotron orbits.

## Numbers as computed

```
transverse mass m_t = 0.1 m_e
longitudinal mass m_l = 1.0 m_e
mass ratio K = 10.0 (dimensionless)
relaxation time = 10.0 ps
total density = 1.0e+20 m^-3
temperature = 100 K
b.M.b / m_t = 4.0000 (dimensionless)
m_t b.M^-1.b = 0.7000 (dimensionless)
n e^2 tau/m_t = 281.79 S/m
zero-field resistivity = 5.0696 mOhm m
saturated resistivity = 14.1948 mOhm m
saturated ratio, formula = 2.800000
saturated ratio, orbit averages = 2.800000
fractional change at saturation = 1.800000
field where beta = 1: 0.05686 T
field of half the change = 0.1504 T
B = 0.05 T: beta = 0.879, ratio = 1.1791
B = 0.10 T: beta = 1.759, ratio = 1.5517
B = 0.20 T: beta = 3.518, ratio = 2.1496
B = 0.50 T: beta = 8.794, ratio = 2.6506
B = 1.00 T: beta = 17.588, ratio = 2.7602
omega_c tau at 1.0 T = 11.12
hbar omega_c/(k_B T) at 1.0 T = 0.0850
orbit ratio, <111> valleys, beta = 40: 2.79216
closed ratio, <111> valleys, beta = 40: 2.79216
closed ratio, <111> valleys, beta = 3: 2.01250
orbit ratio, <100> valleys, B on [100], beta = 3: 1.00000
orbit ratio, <100> valleys, B on [111], beta = 3: 2.01250
orbit ratio, one <111> valley alone, beta = 3: 1.00000
transverse response to E along [100], units n_v e^2 tau/m_t:
  one valley, beta = 0: 0.42426
  one valley, beta = 40: 0.02648
  mean of four valleys below 1e-10 at beta = 0: True
tau = tau0 (energy/kT)^(-1/2), beta0 = e B tau0/m_t:
  mean tau/tau0 = 0.75225
  ratio at beta0 = 2: 1.48159
  constant-tau ratio at beta = 2: 1.65455
  ratio at beta0 = 1000: 2.79997
largest orbit-formula difference, 6 cases: 4.6e-09
```
